# Thermodynamic factor of a half-filled vacancy chain: exact versus mean field

## Question

I am working on an exercise about vacancies in a one-dimensional channel, meant as a model of a very thin conducting filament in a resistive memory. Each site holds at most one vacancy, adjacent vacancies repel with energy $V$, and half the sites are filled. I have to find by how much the repulsion enhances the thermodynamic factor.

I gave every vacancy an average repulsion $2Vc$ from its two neighbours, so

$$
\mu=kT\ln\frac{c}{1-c}+2Vc ,
$$

and differentiating at $c=1/2$ gave me an enhancement $1+V/2kT$. The exercise says that this is the mean-field answer and that the exact one is $\exp(V/2kT)$. I can't see where an exponential comes from. Where do the correlations enter, and is the difference large enough to matter for realistic numbers?

## Answer

Your derivative is right. What it misses is that vacancies avoid each other, and in one dimension this can be included without approximation.

**What is being enhanced**

Take a ring of $L$ sites with $n_i=0$ or $1$, let $L\to\infty$ at the end, and write

$$
E=V\sum_i n_in_{i+1},\qquad b=\frac1{kT},\qquad x=\frac{V}{2kT}.
$$

The thermodynamic factor is $\Gamma=d(b\mu)/d\ln c$ at fixed temperature. Without interaction $b\mu=\ln[c/(1-c)]$, which gives $\Gamma_0=1/(1-c)$. This is already 2 at half filling, because sites exclude double occupation. The enhancement due to $V$ is therefore

$$
R=\frac{\Gamma}{\Gamma_0}=c(1-c)\,\frac{d(b\mu)}{dc}.
$$

**From a derivative to correlations**

With $N=\sum_i n_i$ and weights $e^{-bE+b\mu N}$, differentiating $\langle N\rangle$ with respect to $b\mu$ gives the variance of $N$. Dividing by $L$ and using the equivalence of all sites,

$$
\frac{dc}{d(b\mu)}=\frac{\langle N^2\rangle-\langle N\rangle^2}{L}
=\sum_{r=0}^{L-1}C(r),\qquad C(r)=\langle n_0n_r\rangle-c^2 .
$$

Hence $R=c(1-c)/\sum_rC(r)$. Independent sites have $C(0)=c(1-c)$ and no other term, so $R=1$. The task is to find the sum with the repulsion present.

**The chemical potential at half filling**

Put $n_i=\tfrac12+s_i$ with $s_i=\pm\tfrac12$, and try $\mu=V$. Sharing the term $-Vn_i$ equally between the two bonds of site $i$, each bond contributes

$$
V\left[n_in_{i+1}-\tfrac12(n_i+n_{i+1})\right]=V\left(s_is_{i+1}-\tfrac14\right)
$$

to $E-\mu N$. This is unchanged when all $s_i$ change sign, so $\langle s_i\rangle=0$ and $c=1/2$.

A bond between equal occupations has $s_is_{i+1}=\tfrac14$ and weight 1. A bond between unequal occupations has $s_is_{i+1}=-\tfrac14$ and weight $e^{bV/2}=e^x$. This is where the exponent $V/2kT$ comes from.

**Transfer matrix**

The bond weights form the matrix

$$
T=\begin{pmatrix}1&e^x\\ e^x&1\end{pmatrix},\qquad
\lambda_\pm=1\pm e^x,\qquad
|\pm\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix}.
$$

The ratio of eigenvalues is

$$
\rho=\frac{\lambda_-}{\lambda_+}=\frac{1-e^x}{1+e^x}=-\tanh\frac x2 .
$$

Let $S=\mathrm{diag}(-\tfrac12,\tfrac12)$ represent $s$. Acting on the eigenvectors, $S|+\rangle=-\tfrac12|-\rangle$ and $S|-\rangle=-\tfrac12|+\rangle$. Since $c=1/2$, $C(r)=\langle s_0s_r\rangle$, and

$$
C(r)=\frac{\mathrm{Tr}(S\,T^r S\,T^{L-r})}{\mathrm{Tr}\,T^L}
=\frac14\,\frac{\lambda_+^{L-r}\lambda_-^r+\lambda_-^{L-r}\lambda_+^r}{\lambda_+^L+\lambda_-^L}
=\frac14\,\frac{\rho^r+\rho^{L-r}}{1+\rho^L}.
$$

The two terms are the two ways round the ring. For $V>0$, $\rho$ is negative, so the correlations alternate in sign: a vacancy makes its neighbour site less likely to be filled and the next one more likely.

**The sum**

The two geometric series are

$$
\sum_{r=0}^{L-1}\rho^r=\frac{1-\rho^L}{1-\rho},\qquad
\sum_{r=0}^{L-1}\rho^{L-r}=\rho\,\frac{1-\rho^L}{1-\rho}.
$$

At $T>0$ and finite $V$, $|\rho|<1$, so $\rho^L\to0$ and

$$
\sum_rC(r)\to\frac14\,\frac{1+\rho}{1-\rho}.
$$

Inserting $1+\rho=2/(1+e^x)$ and $1-\rho=2e^x/(1+e^x)$ gives $\tfrac14e^{-x}$. Therefore

$$
\boxed{R=\frac{1/4}{e^{-x}/4}=e^{x}=\exp\!\left(\frac{V}{2kT}\right)},\qquad \Gamma=2e^{x}.
$$

The repulsion suppresses fluctuations of the vacancy number, and a system whose density fluctuates little needs a large change of $\mu$ to change its density.

**What mean field leaves out**

Your $\mu$ follows from treating the sites as independent, each filled with probability $c$. Then $\langle n_in_{i+1}\rangle=c^2$, and the free energy per site is

$$
f=Vc^2+kT[c\ln c+(1-c)\ln(1-c)].
$$

Its first derivative is your $\mu$. Its second derivative gives

$$
R_{\rm MF}=c(1-c)\left[\frac1{c(1-c)}+2bV\right]=1+2bVc(1-c),
$$

which is $1+x$ at half filling. The exact number of adjacent pairs is smaller: $\langle n_0n_1\rangle=\tfrac14+C(1)=\tfrac14(1+\rho)$, a fraction $1+\rho$ of the random value.

Fewer pairs might suggest a softer system, but the curvature of $f$ is what counts. To second order in $V$ at fixed filling, the interaction changes the free energy by the mean of $E$ in the random state minus $\tfrac b2$ times its variance. With $\delta_i=n_i-c$,

$$
n_in_{i+1}=c^2+c(\delta_i+\delta_{i+1})+\delta_i\delta_{i+1}.
$$

The linear part sums to zero at fixed $N$. The products on different bonds are uncorrelated in a long random chain, and each has variance $[c(1-c)]^2$. The correction to mean field is thus

$$
\Delta f=-\frac{bV^2}{2}\,c^2(1-c)^2 .
$$

Avoidance lowers the free energy most at $c=1/2$, which adds positive curvature there. Since $d^2[c^2(1-c)^2]/dc^2=2-12c+12c^2=-1$ at $c=1/2$,

$$
\Delta R=\frac14\,b\,\Delta f''=\frac{b^2V^2}{8}=\frac{x^2}{2},
$$

the next term of $e^x=1+x+x^2/2+\dots$ Mean field is correct to first order in $V/kT$.

The case of attraction, $V<0$, shows the difference clearly. The exact $R$ stays positive, whereas $1+x$ becomes negative for $V<-2kT$ and predicts a phase separation that this chain does not have.

**A limit on the mean-field formula itself**

For strong repulsion, $1+x$ does not even belong to the best mean-field state. Let independent sites have alternating fillings $\tfrac12\pm m$. With $h(p)=p\ln p+(1-p)\ln(1-p)$,

$$
bf=2x\left(\tfrac14-m^2\right)+h\!\left(\tfrac12+m\right),\qquad
\left.\frac{d^2(bf)}{dm^2}\right|_{m=0}=4(1-x).
$$

For $x>1$ the uniform state is unstable. Setting the first derivative to zero, with $M=2m$, gives $2\,\mathrm{artanh}\,M=2xM$, or $M=\tanh(xM)$.

To find the response, let the two sublattices have fillings $c_A$ and $c_B$. Each obeys $b\mu=h'(c_A)+4xc_B$, and the same with $A$ and $B$ exchanged. At half filling both have $h''=4/(1-M^2)$, so a change of $\mu$ shifts both fillings equally and

$$
R_{\rm ordered}=\frac14\left[\frac4{1-M^2}+4x\right]=\frac1{1-M^2}+x .
$$

The order is spurious, since the exact correlations decay as $\rho^r$ at any $T>0$.

**Numbers for a filament**

Take a row of doubly charged oxygen vacancies, one site wide, as the narrowest part of a filament in hafnium oxide. Rough values are a site spacing $a=0.27$ nm and a relative permittivity $\varepsilon=25$. In atomic units the bare repulsion of neighbours is $Z^2/(\varepsilon a)$, here 0.853 eV. Electrons in the filament screen it further, and for illustration I take $V=0.10$ eV. This is a weak repulsion: a Thomas-Fermi estimate with the same permittivity, the free-electron mass and $10^{22}$ to $10^{23}$ electrons per cm³ gives about 0.3 to 0.4 eV, for which $R$ would be far larger. The screening length is then 0.27 to 0.40 nm and more distant neighbours matter: with them $R$ at 300 K is about 90 to 250, well below the 420 to 4100 that $\exp(V/2kT)$ gives for these values of $V$. Both values keep the vacancy charge at 2. Electrons captured by the vacancies would lower that charge, and the repulsion assumed here might then not apply.

At 300 K, $kT=0.02585$ eV and $x=0.10/(2\times0.02585)=1.93$. The exact enhancement is $e^{1.934}=6.9$, while uniform mean field gives 2.9, which is 58% below the exact value. The stiffness $d\mu/dc=4kT\,R$ is 0.72 eV instead of 0.30 eV. The number of adjacent pairs is 25% of the random one.

At 600 K, as in a heated filament with the same $V$, $x=0.967$. The exact value is 2.6 and mean field gives 2.0, which is 25% too low.

The mean-field ordering temperature $V/2k$ is 580 K, between the two. At 300 K the ordered solution has $M=0.951$ and $R=12.3$, so the mean-field state of lower free energy overshoots where the uniform one undershoots.

**How far to trust them**

I changed one assumption at a time and recomputed $R$ numerically. The free-end row was summed over all its states, with the number of vacancies free to fluctuate about 9. The other cases used transfer matrices, larger ones for the tails and the two rows, with $R$ from the second derivative of the logarithm of the largest eigenvalue. Filling is one half except where stated.

| Model | $R$, 300 K | $R$, 600 K |
|---|---|---|
| Original chain | 6.9 | 2.6 |
| Screened tail | 6.3 | 2.6 |
| Tail $V/2$, $V/3$ | 6.4 | 3.2 |
| 18 sites, free ends | 6.2 | 2.5 |
| Filling 0.4 | 4.1 | 2.4 |
| Two coupled rows | 44 | 4.1 |

The screened tail assumes a repulsion proportional to $e^{-r/\ell}/r$. Matching $V$ gives $\ell=0.27/\ln(0.853/0.10)=0.126$ nm, and 0.006 eV between second neighbours. This length is only a fit to the assumed $V$. It is under half a site spacing and would need about $10^{25}$ electrons per cm³ in the Thomas-Fermi estimate, so this row understates the tail of a realistically screened repulsion. The next row of the table has a slower decay, $V/2$ and $V/3$ for second and third neighbours. It raises $R$ at 600 K but lowers it at 300 K. The 300 K value depends on where the $V/r$ tail is cut: $R$ is 4.4 with second neighbours only, 6.4 up to third and 7.4 up to eighth neighbours. Adding repulsion between more distant sites therefore does not always increase the enhancement.

Of the changes in the table, adding a second row of sites matters most. Placed alongside the first, with repulsion $V$ across each rung, it multiplies $R$ by about 6 at 300 K. This leaves out repulsion along the diagonals. With the 0.029 eV that the screened law gives there, $R$ is about 15 instead of 44, roughly twice the value for a single row. A real filament is generally wider than one site, so 6.9 is a property of this model and not a prediction for a device. Half filling is also an extreme vacancy content compared with a nearly stoichiometric film, and $V$ is an assumed value to which the result is very sensitive: doubling $V$ squares $R$, which gives about 48 at 300 K. The 300 K value further assumes that the vacancies still equilibrate at that temperature.

Finally, $R$ is not the enhancement of the diffusion coefficient. For a small gradient the flux is $-K\,d\mu/dz=-K(d\mu/dc)\,dc/dz$, and the kinetic coefficient $K$ depends on hopping rates that this calculation does not contain. A strong field adds another correction. At 1 MV/cm the energy drop per site is $2\times0.1\times0.27=0.054$ eV. For hops over a symmetric barrier, the forward rate minus the backward rate is proportional to $\sinh y$ with $y=0.054/(2kT)$. For an isolated vacancy this exceeds the linear law by 19% at 300 K and 5% at 600 K. The excess grows quickly with field. At 3 MV/cm, about 1 V across 3 nm, the rate is 3.7 times the linear value at 300 K and 1.5 times at 600 K. In the repelling row, the deviation of the current also depends on how neighbours change the barriers.
